# Carbon 3P in CASSCF: one optimized component versus equal averaging: a numerical check

```python
# Result under test: for the carbon 3P term in CASSCF(4 electrons, 2s+2p),
# orbitals optimized for one real component are not spherical and split the
# term; equal averaging over three components restores a spherical ensemble
# density and degeneracy.
# Component k = x, y, z has p_k paired or empty and the other two p singly filled:
#   Psi_k = c1 |1s^2 2s^2 p_i p_j| + c2 |1s^2 p_k^2 p_i p_j|
# SS = optimized for one component, SA = equal average over three components.
# Lengths are in bohr and energies in hartree unless a label says otherwise.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import expm, polar
from pyscf import gto, scf, mcscf, fci, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
NCAS, NELEC = 4, (3, 1)
mol = gto.M(atom="C 0 0 0", basis="cc-pvtz", spin=2, verbose=0)
nao = mol.nao_nr()
hcore = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e", aosym="s8")
position = mol.intor("int1e_r")
second = mol.intor("int1e_rr").reshape(3, 3, nao, nao)
r2 = second[0, 0] + second[1, 1] + second[2, 2]
quad = 3 * second[2, 2] - r2
labels = [lab.split()[2] for lab in mol.ao_labels()]


def set_thresholds(mc):
    mc.conv_tol = 1e-10
    mc.conv_tol_grad = 1e-7
    mc.max_cycle_macro = 40


def optimize_component(open_shells):
    """CASSCF for the component whose open shells are the two named p orbitals."""
    alpha, beta = np.zeros((nao, nao)), np.zeros((nao, nao))
    for name in ["1s", "2s"] + open_shells:
        i = labels.index(name)
        alpha[i, i] = 1.0
        if name in ("1s", "2s"):
            beta[i, i] = 1.0
    mf = scf.ROHF(mol)
    mf.kernel(np.array([alpha, beta]))
    mc = mcscf.CASSCF(mf, NCAS, NELEC)
    set_thresholds(mc)
    mc.kernel(mf.mo_coeff)
    return mf, mc.e_tot, np.array(mc.mo_coeff)


def solve_term(mf, orbitals):
    """Three lowest M_S=1 states by full diagonalization in the active space."""
    mc = mcscf.CASCI(mf, NCAS, NELEC)
    h1, ecore = mc.get_h1eff(orbitals)
    h2 = mc.get_h2eff(orbitals)
    solver = fci.direct_spin1.FCI()
    energies, vectors = solver.kernel(h1, h2, NCAS, NELEC, nroots=3, ecore=ecore)
    for v in vectors:
        assert abs(fci.spin_op.spin_square(v, NCAS, NELEC)[0] - 2.0) < 1e-6
    rdms = [solver.make_rdm1(v, NCAS, NELEC) for v in vectors]
    return np.array(energies), vectors, rdms


def two_determinant_energies(orbs):
    """E_k and c2^2 for k=x,y,z; columns of orbs are 1s, 2s, px, py, pz."""
    h = np.diag(orbs.T @ hcore @ orbs)
    g = ao2mo.kernel(eri, orbs, compact=False).reshape(5, 5, 5, 5)
    J, K = np.einsum("iijj->ij", g), np.einsum("ijij->ij", g)

    def determinant(pair, opened):
        a, b = np.zeros(5), np.zeros(5)
        a[[0, pair] + opened] = 1.0
        b[[0, pair]] = 1.0
        n = a + b
        return n @ h + 0.5 * (n @ J @ n - a @ K @ a - b @ K @ b)

    energies, weights = [], []
    for k in (2, 3, 4):
        opened = [i for i in (2, 3, 4) if i != k]
        H = np.array([[determinant(1, opened), K[1, k]],
                      [K[1, k], determinant(k, opened)]])
        e, c = np.linalg.eigh(H)
        energies.append(e[0])
        weights.append(c[1, 0] ** 2)
    return np.array(energies), np.array(weights)


def ao_density(orbitals, rdm):
    core, act = orbitals[:, :1], orbitals[:, 1:5]
    return 2 * core @ core.T + act @ rdm @ act.T


def density_at(dm, points):
    ao = mol.eval_gto("GTOval_sph", np.asarray(points, dtype=float))
    return np.einsum("pi,ij,pj->p", ao, dm, ao)


rng = np.random.default_rng(7)
directions = rng.normal(size=(200, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
directions = np.vstack([directions, np.eye(3)])


def anisotropy(dm):
    """Largest (max-min)/mean of the density over directions at three radii."""
    spreads = []
    for radius in (0.5, 1.5, 3.0):
        rho = density_at(dm, radius * directions)
        spreads.append((rho.max() - rho.min()) / rho.mean())
    return max(spreads)


def natural(orbitals, rdm):
    occ, u = np.linalg.eigh(rdm)
    return occ[::-1], orbitals[:, 1:5] @ u[:, ::-1]


# One component optimized alone
mf, e_ss, c_ss = optimize_component(["2px", "2py"])
_, e_ss_x, _ = optimize_component(["2py", "2pz"])
assert abs(e_ss - e_ss_x) < 1e-7
levels_ss, _, rdms_ss = solve_term(mf, c_ss)
assert abs(levels_ss[0] - e_ss) < 1e-7
occ_ss, nat_ss = natural(c_ss, rdms_ss[0])
orbs_ss = np.column_stack([c_ss[:, 0], nat_ss])
formula_ss, c2sq_ss = two_determinant_energies(orbs_ss)
assert np.allclose(np.sort(formula_ss), levels_ss, atol=1e-6)
assert np.argmin(formula_ss) == 2
assert abs(levels_ss[2] - levels_ss[1]) < 1e-6
split = levels_ss[1:].mean() - levels_ss[0]
assert split > 1e-4
size_ss = np.diag(orbs_ss.T @ r2 @ orbs_ss)
s_quad_ss = orbs_ss[:, 1] @ quad @ orbs_ss[:, 1]
assert abs(size_ss[2] - size_ss[3]) < 1e-4
assert abs(size_ss[4] - size_ss[2]) > 1e-2
assert abs(s_quad_ss) > 1e-4
dm_ss = ao_density(c_ss, rdms_ss[0])
aniso_ss = anisotropy(dm_ss)
aniso_ss_mean = anisotropy(ao_density(c_ss, sum(rdms_ss) / 3))
assert aniso_ss > 1e-2 and aniso_ss_mean > 1e-3

# Equal average, started from broken orbitals with all symmetry removed
noise = 0.02 * rng.normal(size=(nao, nao))
start = c_ss @ expm(np.triu(noise, 1) - np.triu(noise, 1).T)
aniso_start = anisotropy(ao_density(start, sum(solve_term(mf, start)[2]) / 3))
mc = mcscf.CASSCF(mf, NCAS, NELEC).state_average_([1 / 3] * 3)
set_thresholds(mc)
mc.kernel(start)
c_sa = np.array(mc.mo_coeff)
levels_sa, _, rdms_sa = solve_term(mf, c_sa)
e_sa = levels_sa.mean()
spread_sa = np.ptp(levels_sa)
mean_rdm = sum(rdms_sa) / 3
dm_sa = ao_density(c_sa, mean_rdm)
aniso_sa = anisotropy(dm_sa)
# Individual levels respond linearly to the residual orbital error.
assert spread_sa < 1e-6
assert aniso_sa < 1e-4 and aniso_start > 1e-3

# Align the spherical p shell with the axes through its dipole coupling to 2s
occ_sa, nat_sa = natural(c_sa, mean_rdm)
s_orb, p_raw = nat_sa[:, 0], nat_sa[:, 1:]
dipole = np.einsum("m,amn,ni->ai", s_orb, position, p_raw)
gram = dipole @ dipole.T
assert np.allclose(gram / np.trace(gram) * 3, np.eye(3), atol=1e-4)
p_axes = p_raw @ polar(dipole)[0].T
orbs_sa = np.column_stack([c_sa[:, 0], s_orb, p_axes])
formula_sa, c2sq_sa = two_determinant_energies(orbs_sa)
assert np.allclose(formula_sa, levels_sa, atol=1e-6)
assert np.allclose(occ_sa[1:], 2 * (1 + c2sq_sa.mean()) / 3, atol=1e-5)
size_sa = np.diag(orbs_sa.T @ r2 @ orbs_sa)
assert np.ptp(size_sa[2:]) < 1e-4

# The single component z within the degenerate spherical solution
aligned = c_sa.copy()
aligned[:, 1:5] = orbs_sa[:, 1:]
_, vecs, _ = solve_term(mf, aligned)
psi_z = sum(v[0, 0] * v for v in vecs)   # projection of |2s^2 px py|
psi_z = psi_z / np.linalg.norm(psi_z)
dm_z = ao_density(aligned, fci.direct_spin1.FCI().make_rdm1(psi_z, NCAS, NELEC))
q_z = np.sum(dm_z * quad)
q_formula = -0.8 * (1 - 2 * c2sq_sa[2]) * size_sa[4]
assert abs(q_z - q_formula) < 1e-4
assert abs(np.sum(dm_sa * quad)) < 1e-4

# Energy slopes when only pz expands by mixing with a virtual pz-type orbital
virtuals = c_sa[:, 5:]
pz_virtual = virtuals @ (virtuals.T @ (position[2] @ s_orb))
pz_virtual /= np.sqrt(pz_virtual @ mol.intor("int1e_ovlp") @ pz_virtual)
pz_virtual *= np.sign(orbs_sa[:, 4] @ r2 @ pz_virtual)


def rotated_energies(angle):
    moved = orbs_sa.copy()
    moved[:, 4] = np.cos(angle) * orbs_sa[:, 4] + np.sin(angle) * pz_virtual
    return two_determinant_energies(moved)[0]


theta = 1e-3
slopes = (rotated_energies(theta) - rotated_energies(-theta)) / (2 * theta)
assert abs(slopes.sum()) < 1e-5
assert abs(slopes[2]) > 1e-4
assert np.allclose(slopes[:2], -slopes[2] / 2, atol=1e-5)

# One component gains, the mean loses, and the splitting obeys its lower bound
cost = e_sa - e_ss
bound = 1.5 * cost
assert cost > 1e-6
assert levels_ss.mean() > e_sa
assert split > bound

axis_points = 1.5 * np.eye(3)[[0, 2]]
rho_ss, rho_sa = density_at(dm_ss, axis_points), density_at(dm_sa, axis_points)
print(f"Basis functions, cc-pVTZ (count): {nao}")
print(f"SS energy, component z optimized (hartree): {e_ss:.8f}")
print(f"SS energy, component x optimized (hartree): {e_ss_x:.8f}")
print("In the orbitals optimized for component z:")
for name, value in zip("xyz", formula_ss):
    print(f"  E_{name} (hartree): {value:.8f}")
print(f"  splitting E_x - E_z (hartree): {split:.6f}")
print(f"  splitting E_x - E_z (eV): {split * HARTREE_EV:.4f}")
print(f"  mean of three energies (hartree): {levels_ss.mean():.8f}")
print("  occupations 2s, px, py, pz (electrons):", np.round(occ_ss, 5))
print(f"  c2^2 of component z (no unit): {c2sq_ss[2]:.5f}")
print(f"  <r^2> of px (bohr^2): {size_ss[2]:.4f}")
print(f"  <r^2> of pz (bohr^2): {size_ss[4]:.4f}")
print(f"  <3z^2-r^2> of 2s (bohr^2): {s_quad_ss:.5f}")
print(f"  <3z^2-r^2> of density z (bohr^2): {np.sum(dm_ss * quad):.4f}")
print(f"  density at 1.5 bohr on x axis (bohr^-3): {rho_ss[0]:.6f}")
print(f"  density at 1.5 bohr on z axis (bohr^-3): {rho_ss[1]:.6f}")
print(f"  relative anisotropy, component z (no unit): {aniso_ss:.4f}")
print(f"  relative anisotropy, mean density (no unit): {aniso_ss_mean:.4f}")
print("After equal averaging over three components:")
print(f"  anisotropy of the starting mean density (no unit): {aniso_start:.4f}")
for name, value in zip("xyz", formula_sa):
    print(f"  E_{name} (hartree): {value:.8f}")
print(f"  largest energy difference (hartree): {spread_sa:.1e}")
print("  occupations 2s and three 2p (electrons):", np.round(occ_sa, 5))
print(f"  c2^2 of each component (no unit): {c2sq_sa.mean():.5f}")
print(f"  <r^2> of each 2p (bohr^2): {size_sa[2:].mean():.4f}")
print(f"  mean density at 1.5 bohr on x axis (bohr^-3): {rho_sa[0]:.6f}")
print(f"  mean density at 1.5 bohr on z axis (bohr^-3): {rho_sa[1]:.6f}")
print(f"  relative anisotropy of mean density (no unit): {aniso_sa:.1e}")
print(f"  <3z^2-r^2> of component z, direct (bohr^2): {q_z:.4f}")
print(f"  <3z^2-r^2> of component z, formula (bohr^2): {q_formula:.4f}")
print("Slopes at the averaged orbitals when pz expands:")
for name, value in zip("xyz", slopes):
    print(f"  dE_{name}/dtheta (hartree/rad): {value:.6f}")
print(f"  sum of slopes (hartree/rad): {slopes.sum():.1e}")
print(f"Averaging cost E_SA - E_SS (hartree): {cost:.6f}")
print(f"Averaging cost E_SA - E_SS (eV): {cost * HARTREE_EV:.4f}")
print(f"Lower bound on splitting (hartree): {bound:.6f}")
print("all tests passed")
```

Running it gives:

```
Basis functions, cc-pVTZ (count): 30
SS energy, component z optimized (hartree): -37.70584532
SS energy, component x optimized (hartree): -37.70584532
In the orbitals optimized for component z:
  E_x (hartree): -37.68564872
  E_y (hartree): -37.68564872
  E_z (hartree): -37.70584532
  splitting E_x - E_z (hartree): 0.020197
  splitting E_x - E_z (eV): 0.5496
  mean of three energies (hartree): -37.69238092
  occupations 2s, px, py, pz (electrons): [1.95388 1.      1.      0.04612]
  c2^2 of component z (no unit): 0.02306
  <r^2> of px (bohr^2): 3.7377
  <r^2> of pz (bohr^2): 2.6292
  <3z^2-r^2> of 2s (bohr^2): 0.03498
  <3z^2-r^2> of density z (bohr^2): -2.8281
  density at 1.5 bohr on x axis (bohr^-3): 0.093041
  density at 1.5 bohr on z axis (bohr^-3): 0.045534
  relative anisotropy, component z (no unit): 0.8473
  relative anisotropy, mean density (no unit): 0.3423
After equal averaging over three components:
  anisotropy of the starting mean density (no unit): 0.6015
  E_x (hartree): -37.70402270
  E_y (hartree): -37.70402270
  E_z (hartree): -37.70402270
  largest energy difference (hartree): 2.2e-09
  occupations 2s and three 2p (electrons): [1.95569 0.68144 0.68144 0.68144]
  c2^2 of each component (no unit): 0.02215
  <r^2> of each 2p (bohr^2): 3.6669
  mean density at 1.5 bohr on x axis (bohr^-3): 0.077298
  mean density at 1.5 bohr on z axis (bohr^-3): 0.077298
  relative anisotropy of mean density (no unit): 1.1e-06
  <3z^2-r^2> of component z, direct (bohr^2): -2.8036
  <3z^2-r^2> of component z, formula (bohr^2): -2.8036
Slopes at the averaged orbitals when pz expands:
  dE_x/dtheta (hartree/rad): -0.005471
  dE_y/dtheta (hartree/rad): -0.005471
  dE_z/dtheta (hartree/rad): 0.010942
  sum of slopes (hartree/rad): -1.2e-07
Averaging cost E_SA - E_SS (hartree): 0.001823
Averaging cost E_SA - E_SS (eV): 0.0496
Lower bound on splitting (hartree): 0.002734
all tests passed
```
